# Effective range of a negative donor and the zero-range test: test program

```python
"""Effective range of a negative donor from its binding and scattering length.

Result under test: rho = 2 (kappa - 1/a) / kappa^2, where kappa^2 is the binding
and a the singlet scattering length, in effective Rydberg units (hbar^2/2m* = 1).
Convention: k cot(delta) = -1/a + rho k^2 / 2.
rho is the mixed range 2 * integral(v0 vb - u0 ub), with u0 -> v0 = 1 - r/a
at threshold and ub -> vb = exp(-kappa r) for the bound state.
The squared tail amplitude relative to its zero-range value 2 kappa is
1/(1 - kappa rho), if rho also serves as the bound-state range.
alpha is the neutral-donor polarizability: the tail potential is -alpha/r^4.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh, spsolve

binding, scat_length = 0.0555, 5.97
kappa = math.sqrt(binding)


def mixed_range(decay, length):
    return 2 * (decay - 1 / length) / decay**2


rho = mixed_range(kappa, scat_length)
enhancement = 1 / (1 - kappa * rho)
corners = [mixed_range(math.sqrt(binding + s * 5e-5), scat_length + t * 5e-3)
           for s in (-1, 1) for t in (-1, 1)]
pole_roots = np.sort(np.roots([rho / 2, -1, 1 / scat_length]).real)
assert abs(pole_roots[0] - kappa) < 1e-10

# Polarizability of the neutral donor from a basis of p functions r^n exp(-r).


def moment(p):
    return math.factorial(p) / 2 ** (p + 1)


powers = range(2, 6)
resolvent = np.array([[(m * n + 2) * moment(m + n - 2)
                       - (m + n + 2) * moment(m + n - 1)
                       + 2 * moment(m + n) for n in powers] for m in powers])
dipole = np.array([2 * moment(n + 2) for n in powers])
alpha = 4 / 3 * dipole @ np.linalg.solve(resolvent, dipole)
assert abs(alpha - 4.5) < 1e-7

# One-channel model potentials fitted to the two input data.
# The cutoff keeps the tail finite inside and leaves -alpha/r^4 far outside.
TAIL_CUTOFF = 4.0


def gaussian(x):
    return math.exp(-x * x)


def exponential(x):
    return math.exp(-x)


def flat_core(x):
    return math.exp(-min(x**4, 700.0))


def make_potential(shape, depth, width, polar):
    def potential(r):
        tail = polar / (r * r + TAIL_CUTOFF**2) ** 2
        return -depth * shape(r / width) - tail
    return potential


def outward(potential, energy, r_end, points=None):
    return solve_ivp(lambda r, y: [y[1], (potential(r) - energy) * y[0]],
                     (0, r_end), [0.0, 1.0], method="DOP853",
                     rtol=1e-10, atol=1e-12, t_eval=points).y


def threshold_state(potential, polar, grid=None):
    """Scattering length, and zero-energy function scaled to 1 - r/a."""
    r_end = 300.0 if polar else 60.0
    points = None if grid is None else np.append(grid, r_end)
    u, du = outward(potential, 0.0, r_end, points)
    if polar:  # outside, u = r [A cos(beta/r) + B sin(beta/r)]
        beta = math.sqrt(polar)
        x, w = beta / r_end, u[-1] / r_end
        q = -(du[-1] - w) * r_end / beta
        slope = w * math.cos(x) - q * math.sin(x)
        intercept = beta * (w * math.sin(x) + q * math.cos(x))
    else:
        slope, intercept = du[-1], u[-1] - r_end * du[-1]
    return -intercept / slope, u / intercept


def fit_model(shape, max_strength, start_width, polar):
    """Narrowest potential that has both the given binding and length."""
    def depth_for(width):
        def mismatch(strength):
            pot = make_potential(shape, strength / width**2, width, polar)
            u, du = outward(pot, -binding, 30.0)
            return du[-1] + kappa * u[-1]
        return brentq(mismatch, 0.0, max_strength, xtol=1e-11) / width**2

    def length_error(width):
        pot = make_potential(shape, depth_for(width), width, polar)
        return threshold_state(pot, polar)[0] - scat_length

    # At fixed binding the length need not keep rising with the width,
    # so the first crossing of the target is bracketed by a scan.
    lower = start_width
    assert length_error(lower) < 0
    for _ in range(8):
        upper = 1.2 * lower
        if length_error(upper) > 0:
            width = brentq(length_error, lower, upper, xtol=1e-8)
            return width, depth_for(width)
        lower = upper
    raise ValueError("this shape does not reach the scattering length")


def k_cot_delta(potential, k, r_end):
    u, du = outward(potential, k * k, r_end)
    delta = math.atan2(k * u[-1], du[-1]) - k * r_end
    return k / math.tan(delta)


grid = np.linspace(0, 40, 4001)
k_test = 0.2
range_law = -1 / scat_length + rho * k_test**2 / 2
models = {}
for name, shape, top, start, polar in (
        ("Gaussian", gaussian, 12.0, 1.3, 0.0),
        ("exponential", exponential, 6.0, 0.8, 0.0),
        ("flat core + polarization", flat_core, 12.0, 1.8, alpha)):
    width, depth = fit_model(shape, top, start, polar)
    pot = make_potential(shape, depth, width, polar)
    length, u_zero = threshold_state(pot, polar, grid)
    u_zero = u_zero[:-1]
    inward = solve_ivp(lambda r, y: [y[1], (pot(r) + binding) * y[0]],
                       (40, 0), [1.0, -kappa], method="DOP853", rtol=1e-10,
                       atol=1e-12, max_step=1.0, t_eval=grid[::-1]).y[0]
    u_bound = inward[::-1] * math.exp(-40 * kappa)
    v_zero, v_bound = 1 - grid / length, np.exp(-kappa * grid)
    rho_mixed = 2 * simpson(v_zero * v_bound - u_zero * u_bound, x=grid)
    rho_bound = 2 * simpson(v_bound**2 - u_bound**2, x=grid)
    amplitude = 1 / (2 * kappa * simpson(u_bound**2, x=grid))
    phase_value = k_cot_delta(pot, k_test, 60.0 if not polar else 400.0)
    assert abs(u_bound[0]) < 2e-3 and np.all(u_bound[10:] > 0)
    assert abs(rho_mixed - rho) < 3e-3
    assert abs(amplitude * (1 - kappa * rho_bound) - 1) < 1e-3
    if not polar:
        assert abs(amplitude / enhancement - 1) < 0.10
        zero_range_error = abs(phase_value + 1 / scat_length)
        assert abs(phase_value - range_law) < zero_range_error / 5
    models[name] = (width, depth, rho_mixed, rho_bound, amplitude, phase_value)

# Linear term in k caused by the polarization tail. The k^2 log(k) term is
# subtracted and the remaining k^2 term is removed by extrapolation.
polar_pot, polar_length = pot, length


def linear_estimate(k):
    log_term = (4 * alpha / (3 * polar_length) * k * k
                * math.log(math.sqrt(alpha) * k / 4))
    value = k_cot_delta(polar_pot, k, 8000.0)
    return (value + 1 / polar_length - log_term) / k


linear_numeric = 2 * linear_estimate(0.001) - linear_estimate(0.002)
linear_formula = math.pi * alpha / (3 * scat_length**2)
assert abs(linear_numeric / linear_formula - 1) < 0.03

# Two-electron singlet with only the spherical part of the repulsion.
step, count = 0.25, 159
r = step * np.arange(1, count + 1)
diagonal = 2 / step**2 - 2 / r
off_diagonal = -np.ones(count - 1) / step**2
level, vector = eigh_tridiagonal(diagonal, off_diagonal, select="i",
                                 select_range=(0, 0))
phi = np.abs(vector[:, 0]) / math.sqrt(step)
one_body = diags([off_diagonal, diagonal, off_diagonal], [-1, 0, 1])
unit = identity(count)
repulsion = 2 / np.maximum.outer(r, r)
hamiltonian = (kron(one_body, unit) + kron(unit, one_body)
               + diags(repulsion.ravel())).tocsc()
energy, state = eigsh(hamiltonian, k=1, sigma=-1.05)
pair_binding = level[0] - energy[0]
assert pair_binding > 0
pair_kappa = math.sqrt(pair_binding)
psi_bound = state[:, 0].reshape(count, count)
source = np.zeros((count, count))
source[-1, :] += phi / step**2
source[:, -1] += phi / step**2
shifted = (hamiltonian - level[0] * identity(count**2)).tocsc()
psi_zero = spsolve(shifted, source.ravel()).reshape(count, count)
near, far = 59, 119  # grid points at r = 15 and r = 30
channel_zero = step * psi_zero @ phi
channel_bound = step * psi_bound @ phi
slope = (channel_zero[far] - channel_zero[near]) / (r[far] - r[near])
intercept = channel_zero[near] - slope * r[near]
pair_length = -intercept / slope
pair_rho = mixed_range(pair_kappa, pair_length)
norm = step**2 * np.sum(psi_bound**2)
pair_amplitude = (channel_bound[near]**2 * math.exp(2 * pair_kappa * r[near])
                  / (norm * pair_kappa))
pair_predicted = 1 / (1 - pair_kappa * pair_rho)
psi_zero = psi_zero / (math.sqrt(2) * intercept)
psi_bound = psi_bound * (math.exp(-pair_kappa * r[near])
                         / (math.sqrt(2) * channel_bound[near]))
weights = np.full(near + 1, step)
weights[-1] = step / 2
inside = slice(0, near + 1)
pair_overlap = weights @ (psi_zero * psi_bound)[inside, inside] @ weights
free_overlap = quad(lambda x: (1 - x / pair_length) * math.exp(-pair_kappa * x),
                    0, r[near])[0]
pair_rho_integral = 2 * (free_overlap - pair_overlap)
assert abs(pair_rho_integral / pair_rho - 1) < 0.02
assert abs(pair_amplitude / pair_predicted - 1) < 0.10

# Scales of a shallow lithium donor in silicon; all material inputs are rough.
mass, permittivity = 0.30, 11.7
mass_long, mass_trans, valley_splitting = 0.92, 0.19, 2.0
temperature, density_cm3, field_V_cm = 2.0, 1e15, 100.0
rydberg_meV = 1e3 * const.value("Rydberg constant times hc in eV")
bohr_nm = 1e9 * const.value("Bohr radius")
donor_ry = rydberg_meV * mass / permittivity**2
donor_bohr = bohr_nm * permittivity / mass
binding_meV = binding * donor_ry
decay_nm = donor_bohr / kappa
thermal_meV = 1e3 * const.k * temperature / const.e
field_meV_nm = field_V_cm * 1e-4
field_drop = field_meV_nm * decay_nm
exit_nm = binding_meV / field_meV_nm
tunnel_exponent = 2 * quad(lambda x: math.sqrt(max(0.0, 1 - x / exit_nm))
                           / decay_nm, 0, exit_nm)[0]
spacing_nm = 1e7 * density_cm3 ** (-1 / 3)


def neutral_energy(m_trans, m_long):
    """Variational energy (meV) with separate radii across and along the axis."""
    def energy_of(log_radii):
        across, along = np.exp(log_radii)
        kinetic = rydberg_meV * bohr_nm**2 / 3 * (
            2 / (m_trans * across**2) + 1 / (m_long * along**2))
        inverse_r = quad(lambda c: 1 / math.sqrt(
            across**2 * (1 - c * c) + along**2 * c * c), 0, 1)[0]
        return kinetic - 2 * rydberg_meV * bohr_nm / permittivity * inverse_r
    best = minimize(energy_of, np.log([2.2, 1.8]), method="Nelder-Mead",
                    options={"xatol": 1e-6, "fatol": 1e-8})
    return best.fun, np.exp(best.x)


assert abs(neutral_energy(mass, mass)[0] + donor_ry) < 1e-4
aniso_energy, aniso_radii = neutral_energy(mass_trans, mass_long)
decay_trans = decay_nm * math.sqrt(mass / mass_trans)
decay_long = decay_nm * math.sqrt(mass / mass_long)

print(f"input binding = {binding:.4f} Ry*, scattering length = {scat_length:.2f} a*")
print(f"kappa = {kappa:.5f} 1/a*, 1/a = {1/scat_length:.5f} 1/a*")
print(f"kappa*a = {kappa*scat_length:.4f} (zero range: 1)")
print(f"effective range rho = {rho:.4f} a*")
print(f"rho over input rounding = {min(corners):.4f} to {max(corners):.4f} a*")
print(f"kappa*rho = {kappa*rho:.4f}")
print(f"rejected second root = {pole_roots[1]:.4f} 1/a*")
print(f"zero-range a from binding = {1/kappa:.4f} a*, "
      f"error {100*(1/(kappa*scat_length)-1):.1f} %")
print(f"zero-range binding from a = {1/scat_length**2:.5f} Ry*, "
      f"error {100*(1/(scat_length**2*binding)-1):.1f} %")
print(f"zero-range/actual threshold cross-section = {1/(kappa*scat_length)**2:.4f}")
print(f"tail enhancement 1/(1-kappa*rho) = {enhancement:.4f}")
print(f"polarizability = {alpha:.4f} a*^3")
print(f"range law for k cot(delta) at k={k_test} 1/a*: {range_law:.5f} 1/a*")
for name, (width, depth, mixed, bound, amp, phase) in models.items():
    print(f"{name}: width {width:.4f} a*, depth {depth:.4f} Ry*")
    print(f"  mixed range {mixed:.4f} a*, bound-state range {bound:.4f} a*")
    print(f"  tail enhancement {amp:.4f}, k cot(delta) {phase:.5f} 1/a*")
print(f"tail cutoff length in polarization model = {TAIL_CUTOFF:.1f} a*")
print(f"linear coefficient: phases {linear_numeric:.4f}, "
      f"formula {linear_formula:.4f} (dimensionless)")
print(f"two-electron model: binding {pair_binding:.5f} Ry*, a {pair_length:.4f} a*")
print(f"  range: data {pair_rho:.4f} a*, integral {pair_rho_integral:.4f} a*")
print(f"  tail enhancement: state {pair_amplitude:.4f}, "
      f"range law {pair_predicted:.4f}")
print(f"rough inputs: mass {mass:.2f} m_e, relative permittivity {permittivity:.1f}")
print(f"Ry* = {donor_ry:.2f} meV, a* = {donor_bohr:.3f} nm")
print(f"binding = {binding_meV:.3f} meV, decay length = {decay_nm:.2f} nm")
print(f"scattering length = {scat_length*donor_bohr:.2f} nm, "
      f"effective range = {rho*donor_bohr:.2f} nm")
print(f"zero-range binding from a = {donor_ry/scat_length**2:.3f} meV")
print(f"zero-range a from binding = {decay_nm:.2f} nm")
print(f"thermal energy at {temperature:.0f} K = {thermal_meV:.3f} meV, "
      f"/binding = {thermal_meV/binding_meV:.3f}")
print(f"field {field_V_cm:.0f} V/cm: drop over decay length = {field_drop:.4f} meV, "
      f"/binding = {field_drop/binding_meV:.3f}")
print(f"tunnelling exponent = {tunnel_exponent:.1f}")
print(f"donors {density_cm3:.0e} cm^-3: spacing = {spacing_nm:.0f} nm, "
      f"/decay length = {spacing_nm/decay_nm:.1f}")
print(f"rough masses: long {mass_long:.2f}, transverse {mass_trans:.2f} m_e")
print(f"anisotropic neutral donor (variational) = {-aniso_energy:.2f} meV")
print(f"  radii: across {aniso_radii[0]:.2f} nm, along {aniso_radii[1]:.2f} nm")
print(f"decay at same binding: across {decay_trans:.2f} nm, along {decay_long:.2f} nm")
print(f"rough valley-orbit splitting = {valley_splitting:.0f} meV, "
      f"/binding = {valley_splitting/binding_meV:.1f}")
print("checks complete")
```

Output:

```
input binding = 0.0555 Ry*, scattering length = 5.97 a*
kappa = 0.23558 1/a*, 1/a = 0.16750 1/a*
kappa*a = 1.4064 (zero range: 1)
effective range rho = 2.4533 a*
rho over input rounding = 2.4467 to 2.4600 a*
kappa*rho = 0.5780
rejected second root = 0.5796 1/a*
zero-range a from binding = 4.2448 a*, error -28.9 %
zero-range binding from a = 0.02806 Ry*, error -49.4 %
zero-range/actual threshold cross-section = 0.5055
tail enhancement 1/(1-kappa*rho) = 2.3695
polarizability = 4.5000 a*^3
range law for k cot(delta) at k=0.2 1/a*: -0.11844 1/a*
Gaussian: width 2.5104 a*, depth 0.7627 Ry*
  mixed range 2.4533 a*, bound-state range 2.4225 a*
  tail enhancement 2.3293, k cot(delta) -0.11756 1/a*
exponential: width 1.2684 a*, depth 1.6710 Ry*
  mixed range 2.4533 a*, bound-state range 2.5787 a*
  tail enhancement 2.5478, k cot(delta) -0.12137 1/a*
flat core + polarization: width 3.5484 a*, depth 0.4218 Ry*
  mixed range 2.4533 a*, bound-state range 2.6149 a*
  tail enhancement 2.6044, k cot(delta) -0.10730 1/a*
tail cutoff length in polarization model = 4.0 a*
linear coefficient: phases 0.1324, formula 0.1322 (dimensionless)
two-electron model: binding 0.02660 Ry*, a 8.1067 a*
  range: data 2.9883 a*, integral 2.9876 a*
  tail enhancement: state 1.9253, range law 1.9508
rough inputs: mass 0.30 m_e, relative permittivity 11.7
Ry* = 29.82 meV, a* = 2.064 nm
binding = 1.655 meV, decay length = 8.76 nm
scattering length = 12.32 nm, effective range = 5.06 nm
zero-range binding from a = 0.837 meV
zero-range a from binding = 8.76 nm
thermal energy at 2 K = 0.172 meV, /binding = 0.104
field 100 V/cm: drop over decay length = 0.0876 meV, /binding = 0.053
tunnelling exponent = 25.2
donors 1e+15 cm^-3: spacing = 100 nm, /decay length = 11.4
rough masses: long 0.92, transverse 0.19 m_e
anisotropic neutral donor (variational) = 29.61 meV
  radii: across 2.44 nm, along 1.40 nm
decay at same binding: across 11.01 nm, along 5.00 nm
rough valley-orbit splitting = 2 meV, /binding = 1.2
checks complete
```
